# Why a saturated Dirac-barrier delay does not mean faster-than-light signals

If barrier length divided by group delay is read as the speed of a signal, the one-dimensional Dirac equation seems to contradict relativity. At the centre of the gap, a barrier of length 8 (in units of $\hbar c/\Delta$, where $\Delta$ is half the gap) has a delay of 1.00000 in units of $\hbar/\Delta$. The quotient is $8c$, and a longer barrier gives more. Yet the same equation forbids any disturbance to travel faster than $c$. One of the two readings must be wrong, and it is the reading of the delay.

## The belief and its appeal

The belief runs as follows. A wave packet with energy in the gap meets a barrier. The transmitted peak leaves after the group delay, which stops growing when the barrier is made longer. The peak has therefore crossed a growing distance in a fixed time, and whatever it carries has moved faster than light.

The premises are sound: the delay does saturate, and the exit peak can appear before light could have crossed. The error is to assume that the exit peak is the entrance peak after a journey. To see what the delay measures, it must be tied to something inside the barrier.

## Equation, density and flux

The equation is

$$i\hbar\,\partial_t\psi=\left[-i\hbar c\,\sigma_x\partial_x+\sigma_zM(x)+V(x)\right]\psi ,$$

with real $M$ and $V$, both energies. The barrier occupies $0<x<L$. Until stated otherwise the leads outside it are massless, $M=V=0$.

Let $\rho=\psi^\dagger\psi$. In $\partial_t\rho$ the terms with $M$ and $V$ cancel because they are Hermitian, which leaves

$$\partial_t\rho+\partial_xj=0,\qquad j=c\,\psi^\dagger\sigma_x\psi .$$

Expand $\psi=a_+u_++a_-u_-$ with $u_\pm=(1,\pm1)^{\mathsf T}$. These vectors are orthogonal, have squared norm 2, and satisfy $\sigma_xu_\pm=\pm u_\pm$. Hence

$$\rho=2(|a_+|^2+|a_-|^2),\qquad j=2c(|a_+|^2-|a_-|^2),\qquad |j|\le c\rho. \tag{1}$$

In a massless lead $a_+$ moves right and $a_-$ moves left, each at speed $c$.

## The delay is a stored probability

Take a stationary state with time factor $e^{-iEt/\hbar}$ and unit incident amplitude:

$$\psi(0)=u_++r\,u_-,\qquad \psi(L)=T\,u_+ .$$

Write $T=|T|e^{i\phi_T}$ and $r=|r|e^{i\phi_r}$. A narrow-band packet whose peak enters at $t=0$ leaves as a superposition with phases $\phi_T(E)-Et/\hbar$. If $|T|$ varies little over the band, the peak lies where this phase is stationary, at $t=\hbar\phi_T'$. A prime denotes $d/dE$. Because $T$ is referred to the exit edge, this is the whole time from entrance to exit.

Now differentiate $(H-E)\psi=0$ with respect to $E$, which gives $(H-E)\psi'=\psi$. Multiply by $\psi^\dagger$ and subtract $[(H-E)\psi]^\dagger\psi'=0$. The terms with $M$, $V$ and $E$ cancel, and the derivative terms combine:

$$\psi^\dagger\psi=-i\hbar c\left[\psi^\dagger\sigma_x\partial_x\psi'+(\partial_x\psi)^\dagger\sigma_x\psi'\right]=-i\hbar c\,\partial_x(\psi^\dagger\sigma_x\psi').$$

Integrate over the barrier and call the result $N$:

$$N=\int_0^L\psi^\dagger\psi\,dx=-i\hbar c\left[\psi^\dagger\sigma_x\psi'\right]_0^L. \tag{2}$$

At the exit $\psi'=T'u_+$, so the bracket is $2T^*T'$. At the entrance $\psi'=r'u_-$, so it is $-2r^*r'$; the cross term vanishes because $u_+$ and $u_-$ are orthogonal. Therefore

$$N=-2i\hbar c\,(T^*T'+r^*r').$$

Here $T^*T'=\tfrac12(|T|^2)'+i|T|^2\phi_T'$, and likewise for $r$. The real parts add to zero because $|T|^2+|r|^2=1$. The incident flux is $j_{\rm in}=2c$, so

$$\tau_g\equiv\hbar\left(|T|^2\phi_T'+|r|^2\phi_r'\right)=\frac{N}{j_{\rm in}}. \tag{3}$$

The right-hand side is the dwell time: stored probability over incident flux. It counts what is inside the barrier, including the part that will go back.

Equation (3) contains a weighted average of two delays. For a mirror-symmetric barrier they coincide. The mirrored solution $\sigma_z\psi(L-x)$ describes incidence from the right with the same $r$ and $T$. Send in unit waves from both sides: each outgoing amplitude is $r+T$, and flux conservation requires $2|r+T|^2=2$. Since $|r|^2+|T|^2=1$, this means $\mathrm{Re}(r^*T)=0$. The phases differ by an odd multiple of $\pi/2$, so $\phi_T'=\phi_r'$ and $\tau_g=\hbar\phi_T'$.

Without the symmetry the distinction matters. For an uneven two-part barrier in the numerical output, the weighted delay and the dwell time are both 1.01184, while the transmission delay alone is 1.21940.

## Why it saturates

Let the barrier have $M=\Delta$, $V=0$, and let $|E|<\Delta$. Since $\sigma_zu_\pm=u_\mp$, the stationary equation reads

$$\partial_xa_+=\frac{i}{\hbar c}(Ea_+-\Delta a_-),\qquad \partial_xa_-=\frac{i}{\hbar c}(\Delta a_+-Ea_-).$$

Differentiating once more and substituting gives $\partial_x^2a_\pm=\kappa^2a_\pm$, with $\kappa=q/\hbar c$ and $q=\sqrt{\Delta^2-E^2}$. At the exit $a_+=T$ and $a_-=0$, and the first-order equations supply the slopes there. With $s=L-x$,

$$a_+=T\left[\cosh\kappa s-\frac{iE}{q}\sinh\kappa s\right],\qquad a_-=-\frac{i\Delta T}{q}\sinh\kappa s .$$

The entrance condition $a_+(0)=1$ fixes, with $z=\kappa L$,

$$T=\frac{q}{q\cosh z-iE\sinh z},\qquad \phi_T=\arctan w,\qquad w=\frac{E\tanh z}{q}.$$

To differentiate, use $q'=-E/q$ and $z'=-EL/(\hbar cq)$:

$$w'=\frac{\tanh z}{q}+\frac{E^2\tanh z}{q^3}-\frac{E^2L}{\hbar c\,q^2\cosh^2z}
=\frac{\Delta^2\tanh z}{q^3}-\frac{E^2L}{\hbar c\,q^2\cosh^2z}.$$

Then $\phi_T'=w'/(1+w^2)$. Multiplying numerator and denominator by $q^2\cosh^2z$ yields

$$\tau_g=\hbar\,\frac{\Delta^2\sinh z\cosh z/q-E^2L/(\hbar c)}{q^2\cosh^2z+E^2\sinh^2z}. \tag{4}$$

For large $z$ the hyperbolic products all approach $e^{2z}/4$, and $q^2+E^2=\Delta^2$, so $\tau_g\to\hbar/q$. At $E=0.6\Delta$ this is $1.25\,\hbar/\Delta$, the value found numerically for $L=12$. The limit grows towards the gap edge, where $q\to0$ and a longer barrier is needed to reach it.

At mid-gap, $E=0$ and $q=\Delta$, equation (4) becomes

$$\tau_g=\frac{\hbar}{\Delta}\tanh\frac{\Delta L}{\hbar c}. \tag{5}$$

The density shows why. From the amplitudes above,

$$\rho(x)=2|T|^2(\cosh^2\kappa s+\sinh^2\kappa s)=\frac{2\cosh[2\kappa(L-x)]}{\cosh^2z}.$$

Its integral is $N=\sinh(2z)/(\kappa\cosh^2z)=2\tanh z/\kappa$. Divided by $2c$, this is equation (5) again. In a long barrier the probability sits near the entrance, within a depth of order $1/\kappa$. Added length is almost empty, so it adds almost nothing to the delay.

## A mean flow speed that stays below $c$

Since $\tanh z<z$, equation (5) gives $L/\tau_g>c$ at mid-gap for every length. A speed tied to the flow of probability is obtained by dividing instead by the flux that reaches the exit, $j_T=|T|^2j_{\rm in}$. In a stationary state this flux is the same at every $x$ in the barrier. Equation (1) gives $\rho\ge j_T/c$ at each point, and integration gives

$$\frac{N}{j_T}\ge\frac Lc,\qquad v_{\rm tr}\equiv\frac{Lj_T}{N}\le c,\qquad \tau_g=|T|^2\frac{N}{j_T}\ge|T|^2\frac Lc. \tag{6}$$

Thus $L/\tau_g=v_{\rm tr}/|T|^2$. For a mirror-symmetric barrier, where $\tau_g=\hbar\phi_T'$, the apparent speed is therefore a mean flow speed of at most $c$, inflated by division by the transmission probability. For an uneven barrier $\hbar\phi_T'$ is the mean of the dwell times for incidence from the left and from the right, so the bound $|T|^2L/c$ holds for it as well.

From here on $\hbar=c=\Delta=1$. The mid-gap values are:

| $L$ | $\tau_g$ | $L/\tau_g$ | $N/j_T$ | $v_{\rm tr}$ |
|---|---|---|---|---|
| 1 | 0.7616 | 1.313 | 1.813 | 0.551 |
| 2 | 0.9640 | 2.075 | 13.645 | 0.147 |
| 4 | 0.9993 | 4.003 | 745.2 | 0.00537 |

For $L=4$ the transmission probability is $1.341\times10^{-3}$, and $0.99933/(1.341\times10^{-3})\approx745$. The apparent speed is four times that of light, while the transport speed is about half a per cent of it. The two move in opposite directions as the barrier grows. The ratio $N/j_T=\int\rho/j\,dx$ is the crossing time of the stationary flow $j/\rho$; since $N$ includes probability that goes back, it is not the time at which a transmitted wave appears at the exit.

Equation (6) also shows that an apparent speed above $c$ requires reflection. Above the gap, $L=4$ transmits fully at $E=1.27155$. The delay there is 10.48, well above the light time of 4.

## Massive leads need a correction

If the leads have rest energy $\mu$ and $E>\mu$, their spinors are $v_\pm=(1,\pm\gamma)^{\mathsf T}$ with $\gamma=\sqrt{(E-\mu)/(E+\mu)}$. These now depend on energy, with $v_\pm'=(0,\pm\gamma')^{\mathsf T}$. Equation (2) still holds. Its boundary terms are

$$\psi^\dagger\sigma_x\psi'\big|_L=2\gamma T^*T'+\gamma'|T|^2,$$

$$\psi^\dagger\sigma_x\psi'\big|_0=-2\gamma r^*r'+\gamma'(1+r^*)(1-r).$$

The last product equals $1-|r|^2-2i\,\mathrm{Im}\,r$. In the difference the real terms cancel by $|T|^2+|r|^2=1$, leaving

$$N=2\hbar c\gamma\left(|T|^2\phi_T'+|r|^2\phi_r'\right)+2\hbar c\gamma'\,\mathrm{Im}\,r .$$

The incident flux is $2c\gamma$, and $\gamma'/\gamma=\mu/(E^2-\mu^2)$. Hence

$$\tau_g=\frac{N}{j_{\rm in}}-\frac{\hbar\mu\,\mathrm{Im}\,r}{E^2-\mu^2}. \tag{7}$$

The extra term comes from interference between the incident and reflected waves, whose spinors are no longer orthogonal. It can be large. For $\mu=1$, $E=1.5$ and a barrier with $M=1$, $V=1.5$, $L=4$, the dwell time is 0.7453 and the interference term 0.5962; their sum is the group delay, 1.3415. The plain statement that group delay is stored probability over incident flux therefore holds at every energy for massless leads, and for massive leads only where $\mathrm{Im}\,r=0$. The causal limit derived next has no such restriction.

## No disturbance outruns light

Consider the probability ahead of a point that moves right at speed $c$:

$$Q(t)=\int_{a+ct}^{\infty}\rho\,dx .$$

The moving edge contributes $-c\rho$, and the continuity equation contributes the flux through that edge. For a packet that vanishes at infinity,

$$\frac{dQ}{dt}=j(a+ct,t)-c\,\rho(a+ct,t)\le0 \tag{8}$$

by equation (1). If the region ahead of $a$ is empty at the start, $Q$ begins at zero and stays there. No property of the barrier was used beyond real $M$ and $V$.

The equation is linear, so equation (8) also applies to the difference between two solutions. If two inputs agree ahead of some point, their outputs agree until light from that point arrives. A message is a choice between inputs, so this is the statement about signals.

For massless leads there is a further consequence. The incident packet moves freely at $c$ before it reaches the barrier. By equation (8), the probability transmitted by time $t$ cannot exceed the incident probability that entered by $t-L/c$. An early exit peak must be made from the leading part of the pulse.

## A peak whose input is switched off

Let a pulse with entrance amplitude $\cos^8(\pi t/80)$ for $|t|<40$, and zero otherwise, meet the barrier with $L=4$ at mid-gap. Its peak enters at $t=0$, and light from that peak reaches the exit at $t=4$. The exit signal is computed by superposing stationary states, with no light cone imposed.

The exit peak appears at $t=1.004$ on a time grid of step $1/256$ (the maximum between grid points lies near 1.005), close to the group delay 0.999. Its height is 0.0373 of the input peak, slightly above $|T|=\sqrt{1.341\times10^{-3}}\approx0.0366$.

Now repeat the calculation with the input switched off smoothly between $t=0$ and $t=1$, so that most of the trailing half is never sent. Among times before $t=4$, the largest output still appears at $t=1.004$. Later times are left out of this search: they contain the response to the switch-off itself, which includes energies above the gap and rises to more than ten times the height of this peak. Before $t=4$ the two outputs differ by at most $2.6\times10^{-16}$ of the input peak, which is rounding error. The difference reaches one per cent of the exit peak at $t=4.11$. The decision to switch off is a signal, and it arrives after the light time; the peak does not carry it.

The supply of probability is ample. By the exit peak, light could have delivered the part of the input that entered before $1.004-4=-2.996$, which is 0.316 of the total. The transmitted fraction by then is $6.84\times10^{-4}$, about 0.2 per cent of that supply. The barrier passes a small, reshaped portion of the early pulse.

A second calculation follows a short packet in space through a smooth-edged barrier, again without an imposed cone. The largest probability found beyond the light cone is $2.8\times10^{-27}$. This is not for want of probability near the edge: at $t=16$ the last two length units inside the cone hold more than $10^{-4}$. The front, located where the probability ahead falls to $10^{-10}$, moves at $c$ within the grid resolution.

The stationary-phase reading of the peak has its own limit. In-gap transmission falls exponentially with length, while full transmission occurs at some energies above the gap. For a pulse with fixed spectral weight at those energies, a sufficiently long barrier leaves them dominant, and $\hbar\phi_T'$ at mid-gap no longer locates the output. The causal bound (8) still holds.

For a gap parameter $\Delta=1$ eV, the saturated delay is 0.658 fs. With $c$ the speed of light, the barrier with $L=4$ is 789 nm long, and light needs 2.63 fs to cross it. This is a conversion of units, not a material: where a Dirac gap of this size occurs in a solid, $c$ stands for a band velocity of order $10^6$ m/s, the barrier is a few nanometres long, and 2.63 fs is the crossing time at that velocity, a limit of the two-band model rather than of relativity. The shorter time tells how much probability the barrier holds per unit of incident flux; the longer one is, within this equation, the earliest at which a change made at the entrance can be noticed at the exit.

## Computed results

```
Units: time hbar/Delta, length hbar*c/Delta, speed c
Mid-gap E=0, massless leads:
L  delay  dwell  |T|^2  L/delay  stored/j_T  transport speed
1  0.76159  0.76159  4.200e-01  1.3130  1.8134  5.514e-01
2  0.96403  0.96403  7.065e-02  2.0746  13.645  1.466e-01
4  0.99933  0.99933  1.341e-03  4.0027  745.24  5.367e-03
8  1.00000  1.00000  4.501e-07  8.0000  2.2215e+06  3.601e-06
Delay at E=0.6 Delta, L=12: 1.25000 hbar/Delta
Full transmission, L=4: E=1.27155 Delta, |T|^2=1.000000
  delay there: 10.4845 hbar/Delta
Uneven barrier, E=0.2: slabs (M,V,length) = [(1.0, 0.0, 1.5), (0.6, 0.3, 1.0)]
  weighted delay 1.01184, dwell 1.01184 hbar/Delta
  transmission phase delay 1.21940 hbar/Delta
Massive leads mu=1, E=1.5; barrier M=1, V=1.5, L=4:
  group 1.34154, dwell 0.74530 hbar/Delta
  interference term 0.59624 hbar/Delta
Long pulse cos^8(pi t/W): W=80 hbar/Delta, L=4
  input peak enters at t=0; switch-off runs from t=0 to t=1
  exit peak time: 1.0039 hbar/Delta
  exit peak / input peak amplitude: 0.03732
  exit peak time with input cut: 1.0039 hbar/Delta
  max output change before t=4: 2.6e-16
  change reaches 1% of exit peak at t=4.1133 hbar/Delta
  max output before its light front: 1.4e-16
  fraction transmitted by exit peak: 6.843e-04
  input fraction light could deliver by then: 0.3162
Short packet: support 8, front starts at x=-2
  smooth barrier L=4, edge width 0.3 hbar*c/Delta
  largest probability beyond light cone: 2.8e-27
  probability ahead of cone edge minus 2, t=16: 1.173e-04
  front speed at tail probability 1e-10: 1.0000 c
Conversion for Delta = 1 eV:
  saturated delay hbar/Delta = 0.6582 fs
  L=4 is 789.3 nm; light time 2.6328 fs
```
